# The Average Energy of a Relativistic Configuration with Open Subshells

A relativistic configuration gives only the number of electrons $q_a$ in each subshell $a=(n_a,\kappa_a)$, not which of the $N_a=2j_a+1$ magnetic substates are filled. If every allowed filling receives equal weight, a permutation of the substates within one subshell maps the set of fillings onto itself. All substates of a subshell are then occupied equally often, and so are all pairs of distinct substates in it. For a Hamiltonian with one- and two-electron terms, this symmetry fixes the form of the average energy:

$$E_{\rm av}=\sum_a q_aI_a+\sum_a\frac{q_a(q_a-1)}2V_{aa}+\sum_{a<b}q_aq_bV_{ab}.\tag{1}$$

The weights are numbers of electrons and of electron pairs. What remains is to find the average pair energies $V_{aa}$ and $V_{ab}$. The multipole expansion of the repulsion, used below, turns them into linear combinations of radial integrals, with numerical coefficients set by angular momentum.

The Hamiltonian is the Dirac-Coulomb operator with rest energies subtracted,

$$H=\sum_i h(i)+\sum_{i<j}\frac1{r_{ij}},$$

where $h$ is the Dirac operator of one electron in a central nuclear potential. It is projected on the determinants of one configuration, built from positive-energy orbitals. Breit and radiative terms are omitted. All substates of a subshell share one pair of real radial functions,

$$\psi_{am}=\frac1r\begin{pmatrix}P_a\,\Omega_{\kappa_am}\\ iQ_a\,\Omega_{-\kappa_am}\end{pmatrix},\qquad \int_0^\infty(P_a^2+Q_a^2)\,dr=1,$$

and different orbitals are orthogonal. Since $h$ is a rotational scalar, $I_a=\langle am|h|am\rangle$ does not depend on $m$.

There are $g=\prod_a\binom{N_a}{q_a}$ determinants $D$. The trace of a matrix does not depend on the basis, and a level of total angular momentum $J$ contributes $2J+1$ equal eigenvalues, so

$$E_{\rm av}=\frac1g\sum_D\langle D|H|D\rangle=\frac{\sum_L(2J_L+1)E_L}{\sum_L(2J_L+1)},\tag{2}$$

where $L$ runs over the levels of the projected Hamiltonian. The average therefore needs no diagonalization and no coupling scheme.

In a diagonal element of the repulsion, orthogonality leaves two arrangements for each pair of electrons: both orbitals unchanged, or the two exchanged with a minus sign. Thus

$$\langle D|H|D\rangle=\sum_{i\in D}I_i+\sum_{i<j\in D}(J_{ij}-K_{ij}),$$

with $J_{ij}=\langle ij|r_{12}^{-1}|ij\rangle$ and $K_{ij}=\langle ij|r_{12}^{-1}|ji\rangle$.

The weights in (1) follow by counting. If one substate is filled, the other $q-1$ electrons occupy $N-1$ places; if two are filled, $q-2$ electrons occupy $N-2$ places. The fractions of determinants are

$$\frac{\binom{N-1}{q-1}}{\binom Nq}=\frac qN,\qquad \frac{\binom{N-2}{q-2}}{\binom Nq}=\frac{q(q-1)}{N(N-1)}.$$

A subshell has $N(N-1)/2$ unordered pairs of substates, so it holds $q(q-1)/2$ electron pairs, distributed uniformly. Fillings of different subshells are independent, so a given pair of substates has probability $q_aq_b/(N_aN_b)$. Hence

$$V_{ab}=\frac1{N_aN_b}\sum_{mm'}(J-K)_{am,bm'}\quad(a\ne b),\qquad V_{aa}=\frac1{N_a(N_a-1)}\sum_{m\ne m'}(J-K)_{am,am'}.\tag{3}$$

The second sum runs over ordered pairs, which double both the sum and the number of terms.

The angular work starts from the multipole expansion

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}\sum_\mu(-1)^\mu C^k_\mu(1)C^k_{-\mu}(2),\qquad C^k_\mu=\sqrt{\frac{4\pi}{2k+1}}\,Y_{k\mu}.$$

The spherical spinors, with $l$ the orbital angular momentum belonging to $\kappa$, are

$$\Omega_{\kappa m}=\frac1{\sqrt{2l+1}}\begin{pmatrix}\sqrt{l+\frac12+m}\;Y_{l,m-\frac12}\\ \sqrt{l+\frac12-m}\;Y_{l,m+\frac12}\end{pmatrix}\ (\kappa<0),$$

$$\Omega_{\kappa m}=\frac1{\sqrt{2l+1}}\begin{pmatrix}-\sqrt{l+\frac12-m}\;Y_{l,m-\frac12}\\ \sqrt{l+\frac12+m}\;Y_{l,m+\frac12}\end{pmatrix}\ (\kappa>0).$$

Here $j=l+\frac12$ for $\kappa<0$ and $j=l-\frac12$ for $\kappa>0$. Their values on the $z$ axis are enough for everything below. There $Y_{l\mu}(\hat z)=\delta_{\mu0}\sqrt{(2l+1)/4\pi}$, so only $m=\pm\frac12$ survives, and in both cases

$$\Omega_{\kappa,\frac12}(\hat z)=s_\kappa A_j\begin{pmatrix}1\\0\end{pmatrix},\quad \Omega_{\kappa,-\frac12}(\hat z)=A_j\begin{pmatrix}0\\1\end{pmatrix},\quad A_j=\sqrt{\frac{2j+1}{8\pi}},\tag{4}$$

with $s_\kappa=(-1)^{l+\frac12-j}$, which is $+1$ for $\kappa<0$ and $-1$ for $\kappa>0$.

The operator $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$ is a rotational scalar, changes parity, and squares to one. It therefore turns $\Omega_{\kappa m}$ into $\Omega_{-\kappa m}$ times a phase independent of $m$. Equation (4) at $m=\frac12$, where $\sigma_r=\sigma_z$, gives the phase $-1$. Since $\sigma_r$ is Hermitian,

$$\Omega_{-\kappa_am}^\dagger\Omega_{-\kappa_bm'}=\Omega_{\kappa_am}^\dagger\sigma_r^2\,\Omega_{\kappa_bm'}=\Omega_{\kappa_am}^\dagger\Omega_{\kappa_bm'}$$

at every direction. Large and small components thus have the same angular factor, and their radial products add. The factors $-i$ and $i$ multiply to one. With

$$\rho_{ab}(r)=P_aP_b+Q_aQ_b,$$

the radial integrals are

$$F^k(ab)=\int_0^\infty\!\!\int_0^\infty\rho_{aa}(r)\frac{r_<^k}{r_>^{k+1}}\rho_{bb}(r')\,dr\,dr',\qquad G^k(ab)=\int_0^\infty\!\!\int_0^\infty\rho_{ab}(r)\frac{r_<^k}{r_>^{k+1}}\rho_{ab}(r')\,dr\,dr'.$$

In the direct integral each electron keeps its $m$, so only $\mu=0$ contributes:

$$J_{am,bm'}=\sum_kF^k(ab)\,\langle\kappa_am|C^k_0|\kappa_am\rangle\langle\kappa_bm'|C^k_0|\kappa_bm'\rangle.$$

A rotation mixes the $N$ spinors of a subshell unitarily, so $\sum_m\Omega_{\kappa m}^\dagger\Omega_{\kappa m}$ has no angular dependence. Its integral is $N$, so it equals $N/4\pi$. The integral of $C^k_0$ over the sphere is $4\pi\delta_{k0}$, and therefore

$$\sum_m\langle\kappa m|C^k_0|\kappa m\rangle=N\delta_{k0},\qquad \sum_{mm'}J_{am,bm'}=N_aN_bF^0(ab).\tag{5}$$

A uniformly filled subshell acts in the direct term as a spherical charge.

In the exchange integral, $(C^k_\mu)^\dagger=(-1)^\mu C^k_{-\mu}$ gives $\langle bm'|C^k_{-\mu}|am\rangle=(-1)^\mu\langle am|C^k_\mu|bm'\rangle^*$. The two signs cancel, and

$$K_{am,bm'}=\sum_kG^k(ab)\,|\langle\kappa_am|C^k_{m-m'}|\kappa_bm'\rangle|^2.$$

By the Wigner-Eckart theorem,

$$\langle\kappa_am|C^k_\mu|\kappa_bm'\rangle=(-1)^{j_a-m}\begin{pmatrix}j_a&k&j_b\\-m&\mu&m'\end{pmatrix}R_k.$$

The squares of the $3j$ symbols, summed over all projections, give one. Hence the sum of the squared matrix elements over $m$ and $m'$ is $R_k^2$.

To find $R_k$, expand the product of two spinors in spherical harmonics:

$$\Omega_{\kappa_am}^\dagger\Omega_{\kappa_bm'}=\sum_{k\mu}\frac{2k+1}{4\pi}\langle\kappa_am|C^k_\mu|\kappa_bm'\rangle\,C^{k*}_\mu.$$

On the $z$ axis $C^k_\mu=\delta_{\mu0}$, so for $m'=m$

$$\Omega_{\kappa_am}^\dagger\Omega_{\kappa_bm}\Big|_{\hat z}=\sum_k\frac{2k+1}{4\pi}(-1)^{j_a-m}\begin{pmatrix}j_a&k&j_b\\-m&0&m\end{pmatrix}R_k.$$

Multiply by $(-1)^{j_a-m}$ and the $3j$ symbol for one chosen $k$, then sum over $m$. Orthogonality of the $3j$ symbols supplies $1/(2k+1)$ on the right, while (4) leaves two terms on the left:

$$R_k=4\pi A_{j_a}A_{j_b}\left[s_as_b(-1)^{j_a-\frac12}\begin{pmatrix}j_a&k&j_b\\-\frac12&0&\frac12\end{pmatrix}+(-1)^{j_a+\frac12}\begin{pmatrix}j_a&k&j_b\\\frac12&0&-\frac12\end{pmatrix}\right].$$

Reversing all projections multiplies a $3j$ symbol by $(-1)^{j_a+k+j_b}$. Also $s_as_b=(-1)^{l_a+l_b+1-j_a-j_b}$, and $j_a+j_b$ is an integer. The bracket then combines to

$$R_k=\tfrac12\sqrt{N_aN_b}\,(-1)^{j_a+\frac12}\begin{pmatrix}j_a&k&j_b\\\frac12&0&-\frac12\end{pmatrix}\left[1+(-1)^{l_a+l_b+k}\right].$$

This vanishes when $l_a+l_b+k$ is odd. When it is even the last bracket equals two, and

$$\sum_{mm'}K_{am,bm'}=N_aN_b\sum_kc_k(ab)G^k(ab),\qquad c_k(ab)=\begin{pmatrix}j_a&k&j_b\\\frac12&0&-\frac12\end{pmatrix}^2,\tag{6}$$

where the sum is restricted to $l_a+l_b+k$ even and $|j_a-j_b|\le k\le j_a+j_b$.

For different subshells, (3), (5) and (6) give at once

$$V_{ab}=F^0(ab)-\sum_kc_k(ab)G^k(ab).\tag{7}$$

For equivalent electrons $G^k(aa)=F^k(aa)$, and $k$ is even. The sums in (5) and (6) include $m=m'$, which (3) excludes. For $m=m'$, however, $J$ and $K$ are the same integral, so these terms cancel in the difference and may be added freely:

$$\sum_{m\ne m'}(J-K)=\sum_{mm'}(J-K)=N^2F^0-N^2\sum_kc_kF^k.$$

The $k=0$ coefficient follows from $C^0_0=1$: the sum of squared matrix elements is $\sum_{mm'}\delta_{mm'}=N$, which must equal $N^2c_0$, so $c_0=1/N$. The $F^0$ terms combine to $(N^2-N)F^0$. Division by $N(N-1)$, the number of ordered pairs that really occur, leaves

$$V_{aa}=F^0(aa)-\frac{N}{N-1}\sum_{k>0}c_k(aa)F^k(aa)=F^0(aa)-\frac{2j_a+1}{2j_a}\sum_{k>0}c_k(aa)F^k(aa).\tag{8}$$

The factor $(2j+1)/(2j)$ thus comes from dividing a sum over $N^2$ combinations by the $N(N-1)$ combinations that the exclusion principle allows. It is visible only in the terms with $k>0$: for $k=0$ the direct and exchange parts combine to $(1-1/N)F^0$, and the same factor $N/(N-1)$ turns this coefficient into one.

Inserting (7) and (8) in (1) gives the average energy:

$$\begin{aligned}E_{\rm av}={}&\sum_aq_aI_a+\sum_a\frac{q_a(q_a-1)}2\left[F^0(aa)-\frac{2j_a+1}{2j_a}\sum_{k>0}c_k(aa)F^k(aa)\right]\\&+\sum_{a<b}q_aq_b\left[F^0(ab)-\sum_kc_k(ab)G^k(ab)\right].\end{aligned}\tag{9}$$

For $q_a=0$ the subshell drops out. For $q_a=1$ it has no internal repulsion, as one electron must not repel itself. For $q_a=N_a$ there is one filling of the subshell, and its internal repulsion is the closed-shell value $\frac12N^2(F^0-\sum_kc_kF^k)$. For $j=\frac12$ the largest even $k$ is zero, so $V_{aa}=F^0$.

The coefficients for small $j$ follow from a sum rule. The second orthogonality relation of the $3j$ symbols gives $\sum_k(2k+1)c_k=1$ over all $k$ in the triangle range. Applied to the projections $(\frac12,-\frac12)$ and $(-\frac12,\frac12)$, it gives $\sum_k(-1)^k(2k+1)c_k=0$. Even and odd $k$ therefore contribute one half each:

$$\sum_{k\ \text{allowed by parity}}(2k+1)c_k(ab)=\tfrac12.\tag{10}$$

If a single $k$ is allowed, $c_k=1/(4k+2)$. For two $p_{3/2}$ electrons $k=0$ and $2$ are allowed, so $\frac14+5c_2=\frac12$ and $c_2=\frac1{20}$. The coefficient of $F^2$ in (8) is $\frac43\cdot\frac1{20}=\frac1{15}$.

As an example take the ion with $Z=50$ and seven electrons in $1s^2\,2s^2\,2p_{1/2}\,2p_{3/2}^2$. The orbitals are the Dirac eigenfunctions for a point nucleus without screening, and the repulsion is treated to first order. With $\alpha$ the fine-structure constant and $\gamma=\sqrt{\kappa^2-(Z\alpha)^2}$, the one-electron energies are

$$I_{n\kappa}=\frac1{\alpha^2}\left\{\left[1+\left(\frac{Z\alpha}{n-|\kappa|+\gamma}\right)^2\right]^{-1/2}-1\right\}.$$

They are $-35228.572$ eV for $1s$, $-8884.376$ eV for both $2s$ and $2p_{1/2}$, and $-8575.515$ eV for $2p_{3/2}$. The decimals are kept so that the sums can be followed; they do not express the accuracy of this unscreened model for the real ion. The one-electron part is

$$2(-35228.572)+3(-8884.376)+2(-8575.515)=-114261.30\ \text{eV}.$$

The radial integrals were evaluated by numerical quadrature. For the open $2p_{3/2}$ subshell $F^0=250.599$ eV and $F^2=120.813$ eV, so

$$V(2p_{3/2},2p_{3/2})=250.599-\tfrac1{15}(120.813)=242.545\ \text{eV}.$$

The $1s^2$ and $2s^2$ pairs contribute their $F^0$, which are $895.938$ and $215.639$ eV. The single $2p_{1/2}$ electron forms no equivalent pair. The equivalent-electron part is $895.938+215.639+242.545=1354.12$ eV.

Between different subshells one value of $k$ is allowed in each case here: $k=0$ for $1s,2s$; $k=2$ for $2p_{1/2},2p_{3/2}$; and $k=1$ for the others. With (7), in eV,

$$\begin{aligned}
V(1s,2s)&=305.037-\tfrac12(34.260)=287.907,\\
V(1s,2p_{1/2})&=356.276-\tfrac16(70.987)=344.445,\\
V(1s,2p_{3/2})&=336.313-\tfrac16(67.647)=325.038,\\
V(2s,2p_{1/2})&=233.391-\tfrac16(122.868)=212.913,\\
V(2s,2p_{3/2})&=228.952-\tfrac16(125.321)=208.065,\\
V(2p_{1/2},2p_{3/2})&=256.620-\tfrac1{10}(119.320)=244.688.
\end{aligned}$$

The products $q_aq_b$ are $4,2,4,2,4,2$ in this order, and the weighted sum is $4888.13$ eV. Altogether

$$E_{\rm av}=-114261.30+1354.12+4888.13=-108019.05\ \text{eV}=-3969.627\ \text{hartree}.$$

The configuration has $\binom21\binom42=12$ open-shell fillings. The six states of $2p_{3/2}^2$ have total projections $2,1,0,0,-1,-2$, hence angular momenta 2 and 0. Coupling to the $2p_{1/2}$ electron gives $J=\frac52,\frac32$ and $J=\frac12$. Numerical diagonalization of the $12\times12$ Hamiltonian matrix places these levels at $+3.10$, $-20.76$ and $+32.22$ eV relative to $E_{\rm av}$. Weighted with $2J+1$, their displacements cancel:

$$6(3.10)+4(-20.76)+2(32.22)=0.00\ \text{eV}.$$

An unweighted mean of the three levels would lie $4.85$ eV above $E_{\rm av}$. Replacing $\frac43$ by 1 in the exchange factor would raise the energy by $\frac13\cdot\frac1{20}(120.813)=2.01$ eV. Both errors are negligible beside the total energy; measured against the smaller level spacing, $3.10+20.76=23.86$ eV, they amount to about 20% and 8%.

Equation (9) describes the centre of a configuration. If the configuration has only one level, this is the energy of that level; otherwise (9) alone does not give the individual levels, which were found here by diagonalization. It also assumes one set of radial functions: if each level had its own optimized orbitals, the weighted mean of their energies would in general differ from (9) for a common set. An added two-electron interaction such as the Breit term would leave the pair weights in (1) unchanged and add its own pair averages to $V_{aa}$ and $V_{ab}$.

Mixing between relativistic configurations moves levels but preserves the trace of the enlarged matrix. The mean over a group of configurations is therefore each $E_{\rm av}$ weighted by its number of determinants. For $2p^3$ above the same filled $1s$ and $2s$ subshells, the occupations $(q_{1/2},q_{3/2})=(2,1),(1,2),(0,3)$ have 4, 12 and 4 determinants. Their averages are $-108258.69$, $-108019.05$ and $-107762.98$ eV, so

$$\frac{4(-108258.69)+12(-108019.05)+4(-107762.98)}{20}=-108015.76\ \text{eV}.$$

The scalar Hamiltonian couples equal $J$ only. The two outer configurations each contain a single level, $J=\frac32$, since one electron or one hole in $2p_{3/2}$ carries $j=\frac32$. Within this group, mixing thus couples the three $J=\frac32$ levels, one from each configuration, and leaves the $J=\frac52$ and $J=\frac12$ levels in place; the shifts of the three coupled levels add to zero. Diagonalization of the $20\times20$ matrix shows that the $J=\frac32$ level of the middle configuration shifts by $0.40$ eV in magnitude, while the mean over all twenty states stays at the weighted average. Configurations outside the group, such as $1s^2\,2p^5$, are left out here; mixing with them can move the levels further, including the one with $J=\frac12$.

Numerical values quoted here were computed with a short program.
